# Shift current from Wannier interpolation: band-crossing singularities, regularization and grid convergence, part 2

The shift-current spectrum of a two-dimensional, time-reversal-symmetric insulator is computed from $J$ bands (projector $P$) in a smooth periodic Wannier frame $|u^W_j\rangle$, with matrices $H^W$ and $A^{W}_{c,ij}=i\langle u^W_i|\partial_cu^W_j\rangle$. At $\eta=0$, grids with $N=100,200,400$ points per side gave errors of $9.1\times10^{-4}$, $3.56$ and $0.89$ of the peak.

Algebra is in atomic units, $q_e=-1$, $\omega_{nm}=E_n-E_m$, $r^c_{nm}=i\langle u_n|\partial_cu_m\rangle$ for $n\ne m$, and

$$S^{abc}(\omega)=\int\!\frac{d^2k}{(2\pi)^2}\sum_{n\,\rm occ}\sum_{m\,\rm emp}\tfrac12\,{\rm Im}\big[r^b_{mn}r^{c;a}_{nm}+r^c_{mn}r^{b;a}_{nm}\big]\,\delta(\omega_{mn}-\omega).$$

The conductivity is $\sigma^{abc}=\pi q_e^3S^{abc}$, or $\sigma=-\pi(e^2/\hbar)S$ with $S$ in Å/eV.

With $U^\dagger H^WU=E$, $\bar X=U^\dagger XU$, $\bar v^a=\overline{\partial_aH^W}$, $\bar w^{ca}=\overline{\partial_c\partial_aH^W}$, $\Delta^a=\bar v^a_{nn}-\bar v^a_{mm}$, $D^a_{nm}=-\bar v^a_{nm}/\omega_{nm}$ and $O=\bar A^c-i\bar v^c/\omega_{nm}$, the generalized derivative is

$$r^{c;a}_{nm}=\overline{\partial_aA^W_c}_{nm}-\frac{i\bar w^{ca}_{nm}}{\omega_{nm}}+\frac{i\bar v^c_{nm}\Delta^a}{\omega^2_{nm}}+(O_{nn}-O_{mm})D^a_{nm}$$
$$\quad-\,i(\bar A^a_{nn}-\bar A^a_{mm})r^c_{nm}+\sum_{p\neq n,m}\big(O_{np}D^a_{pm}-D^a_{np}O_{pm}\big).\tag{2}$$

Only in the $p$ sum, $D^a_{ij}\to D^{a,\eta}_{ij}=-\bar v^a_{ij}\,\omega_{ij}/(\omega_{ij}^2+\eta^2)$.

Let valence bands $n,p$ touch at a node $\mathbf q=0$, with splitting $\epsilon$ of slope $c$, joint projector $Q$, $h=QH^WQ$, $v=Q\,\partial_aH^WQ$ and $|c(E)\rangle=Q\,[A^W_c-i\partial_cH^W/(E-E_m)]|m\rangle$. The singular part of the integrand $F$ is

$$F_\eta=\frac{\Phi(E_n)+\Phi(E_p)}{\epsilon^2+\eta^2},$$
$$\Phi(E)=\frac{\langle b|[h,v]|c\rangle+\langle c|[h,v]|b\rangle}{4i}\,\delta(E_m-E-\omega).\tag{3}$$

For a Dirac point on a mirror line and $a=y$, to leading order,

$$F_0=\frac{c_xc_y\,q_x\,{\rm Re}\langle b|\sigma_2|c\rangle}{2(c_x^2q_x^2+c_y^2q_y^2)}\,\delta .\tag{4}$$

On a grid of spacing $h_k$ its error is $O(h_k)$ and depends on the node's offset. For $\eta>0$ it falls as $e^{-2\pi\eta/(c h_k)}$ up to a power, above an $O(h_k^2)$ floor from $\eta$-independent terms of degree $0$ in $q$.

With $\Phi_n+\Phi_p=q\Phi_1+q^2\Phi_2$ and $\epsilon^2=q^2c^2(1+q\kappa)$, each node gives, for $\eta$ well below the broadening width, the bias

$$\frac{S_\eta-S_0}{\eta^2}=-\frac{K}{(2\pi)^2}\ln\eta+{\rm const},\qquad K=-\oint d\theta\,\frac{\Phi_2-2\kappa\Phi_1}{c^4}.\tag{5}$$

$K$ also equals $\oint d\theta\,q^2(F_\eta-F_0)/\eta^2$ on a small circle with $\eta\ll cq$. At finite $\eta$ the result depends on the Wannier frame.

## Algorithm

For a tight-binding parent with point orbitals at $\boldsymbol\tau_j$, the eigenvector of the periodic matrix $\tilde H(\mathbf k)=\sum_{\mathbf R}t(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$ differs from the cell-periodic state by $e^{i\mathbf k\cdot\boldsymbol\tau}$. A frame $\tilde W$ therefore has $A^W=i(e^{-i\mathbf k\cdot\tau}\tilde W)^\dagger\partial(e^{-i\mathbf k\cdot\tau}\tilde W)=\tilde W^\dagger\tau\tilde W+i\tilde W^\dagger\partial\tilde W$. The projection frame is $\tilde W=PG(G^\dagger PG)^{-1/2}$ for trial vectors $G$. With group eigenvectors $U_g$ and the decomposition $U_g^\dagger G=Z\Sigma Y^\dagger$, one has $PG=U_gZ\Sigma Y^\dagger$ and $G^\dagger PG=Y\Sigma^2Y^\dagger$, so $\tilde W=U_gZY^\dagger$. It is analytic and periodic while the gaps stay open and $\Sigma$ is nonsingular, so its Fourier coefficients decay exponentially.

```
setup, coarse odd mesh Nc x Nc:
  build W(k); H^W = W^+ H W; A_c^W = W^+ tau_c W + i W^+ d_c W
  Hermitize A_c^W; FFT -> H(R), A_c(R)
for k on the fine grid, weight w_k, current direction a:
  H, d_cH, d_c d_aH, A_c, d_aA_c = sum_R e^{ikR} (iR factors) x(R)
  E, U = eigh(H); rotate the other matrices by U
  for n occupied, m empty:
    for c in the field directions:
      r[c] = A[c]_mn - i v[c]_mn / (E_m - E_n)
      g[c] = fixed terms of (2)
      for each eta, p != n, m:
        g[c] += O_np Deta_pm - Deta_np O_pm
    I = Im(r[b] g[c] + r[c] g[b]) / 2
    S(omega, eta) += w_k I gauss(E_m - E_n - omega)
```

For one current direction in two dimensions nine matrices are interpolated. The cost per point is $9N_c^2J^2$ for scattered points and about $9N_cJ^2$ on a tensor grid, where the Fourier sum separates; $O(J^3)$ for diagonalization and rotation; and $N_vN_eJ$ per $\eta$ for $N_v$ occupied and $N_e$ empty bands. Several $\eta$ share everything but the last loop. An odd $N_c$ pairs every $\mathbf R$ with $-\mathbf R$, which keeps the interpolants Hermitian. Second derivatives weight the tails by $R^2$, so (2) needs a finer coarse mesh than the band energies do.

A reference free of grid error splits the integrand with $\varphi=\exp[-(q/q_0)^4]$ about each node. The part $\varphi F$ is integrated in polar coordinates, where the Jacobian cancels $1/q$, with Gauss–Legendre panels refined towards $q=0$. The part $(1-\varphi)F$ behaves as $q^3$ at the node and is summed on a uniform grid.

## Worked example

The parent has a square cell, $a=3$ Å, and five orbitals on the line $y=0$: d, s, p, c, h, with energies $-7,-0.6,-1.4,2.5,8$ eV at $x=2.4,0,0.9,1.5,1.8$ Å. Orbitals p and h are odd under $y\to-y$, the others even. The hoppings $\langle i,0|H|j,\mathbf R\rangle$ are round model parameters, listed with the numerical check. The three middle bands form the group, with direct gaps of 4.575 eV below and 4.835 eV above. The smallest valence–conduction gap is 2.678 eV. The valence bands cross at $(\pm0.53409,0)$ Å$^{-1}$ with $c_x=3.171$ and $c_y=3.175$ eV Å, and the transition energy there is 3.589 eV. On the other mirror line they stay 0.813 eV apart. The delta function is a Gaussian of standard deviation $s=0.10$ eV. Spectral errors are maxima over frequency relative to the peak of $|S^{yxy}|$.

**Exactness of (2).** Finite differences of parallel-transported parent eigenvectors agree with the five-band sum to $7.7\times10^{-8}$ of the largest $|r\,r^{;}|$. Against that sum, the three-band formula errs by $6.2\times10^{-4}$, $3.4\times10^{-6}$ and $4.0\times10^{-10}$ for $N_c=9,15,27$. The largest $R$ is $4,7,13$ cells, so the decay rate is $\ln(6.2\times10^{-4}/3.4\times10^{-6})/3=1.7$ and then $\ln(3.4\times10^{-6}/4.0\times10^{-10})/6=1.5$ per cell. On the same quadrature, the Wannier and parent spectra at $\eta=0$ differ by $2\times10^{-11}$. The Wannier centres, $0.011$, $0.918$ and $1.507$ Å, lie within $0.02$ Å of the orbital sites, yet keeping only the centres in $A^W$ costs $0.33$ of the peak. Cutting the parent sum rule to the three bands costs $0.62$.

**Spectrum.** On the 0.1 eV frequency mesh the peak is $S(3.0\ {\rm eV})=-0.00788$ Å/eV, or $\sigma^{yxy}=+6.02\ \mu$A Å/V$^2$; the ratio $6.024/(\pi\times0.00788)=243$ is $e^2/\hbar$ in $\mu$A/V. This mesh value normalizes all relative errors; on a 0.02 eV mesh the extremum is $-0.0081$ Å/eV at 3.04 eV, 3% larger. Near the node $S(3.5\ {\rm eV})=+0.00243$ Å/eV, so an error located there is $0.00788/0.00243=3.2$ times larger relative to the local value. The value $+0.00051$ Å/eV at 2.5 eV, below the gap, is the Gaussian tail. The full density-matrix current on the lines $k_y=\pm0.35$ Å$^{-1}$ differs from $-\pi S$ with Lorentzian broadening by $0.0081$ at $\gamma=0.008$ eV and $0.0030$ at $0.004$ eV, relative to the largest value on five frequencies. This tests the sign and the prefactor.

**The opening numbers.** Without the delta function, $|q|F$ at angle 0.6 rad is $+0.02326$, $-0.02325$ and $+0.02327$ Å$^2$ for $q=+1,-1,+2\times10^{-4}$ Å$^{-1}$: odd and of degree $-1$. With $c_x\approx c_y$, (4) is proportional to $\cos\theta/q$, with coefficient $0.02326/\cos0.6=0.0282$ Å$^2$.

| $N$ | offset | $\eta=0$ | $0.04$ eV | $0.1$ eV |
|---|---|---|---|---|
| 50 | $-0.249$ | 9.72e-2 | 2.94e-2 | 3.30e-3 |
| 100 | $-0.499$ | 9.09e-4 | 1.21e-3 | 3.30e-3 |
| 200 | $+0.002$ | 3.56 | 1.42e-3 | 3.30e-3 |
| 400 | $+0.004$ | 0.890 | 1.45e-3 | 3.30e-3 |

The table gives the error against the converged $\eta=0$ spectrum on $\Gamma$-centred grids; the offset is along $k_x$ in units of $h_k=2\pi/(Na)$. At $N=200$, $h_k=0.01047$ Å$^{-1}$, and one point lies $0.002\,h_k$ from each node. The Gaussian at 3.6 eV is $e^{-0.006}/(0.1\sqrt{2\pi})=3.97$ eV$^{-1}$. The two points contribute

$$\frac{2h_k^2}{(2\pi)^2}\,\frac{0.0282}{0.002\,h_k}\times3.97=\frac{2\times0.01047\times0.0282\times3.97}{39.48\times0.002}=0.030\ \text{Å/eV},$$

which is $3.8$ times the peak, equal to $3.56$ within the single digit of the offset. At $N=400$ the same point carries a quarter of the weight: $3.56/4=0.89$. At $N=100$ the node sits almost midway between points and the odd term cancels, so that accuracy is accidental.

The orders are tested at one node with the offset fixed at $1/4$. For $h_k=0.008$ and $0.004$ Å$^{-1}$ the errors are $9.13\times10^{-3}$ and $4.56\times10^{-3}$ at $\eta=0$, a ratio of 2.00. At $\eta=0.1$ eV, where $\eta/(c_xh_k)\ge3.9$, they are $1.87\times10^{-5}$ and $4.67\times10^{-6}$, a ratio of 4.00; the program asserts only that this ratio exceeds 3. Linear scaling to $N=50$, with $h_k=0.0419$ Å$^{-1}$, nearly the same offset and two nodes, predicts $2\times(0.0419/0.008)\times9.13\times10^{-3}=9.6\times10^{-2}$, against $9.72\times10^{-2}$. Relative to their own limits, the $\eta=0.04$ and $0.1$ eV spectra err by $6.1\times10^{-5}$ at $N=200$ and $1.5\times10^{-5}$ at $N=400$, alike for both $\eta$, as the $\eta$-independent degree-0 terms require. For $N\ge100$ these grids are nearly symmetric about the node, so they do not probe the exponential factor. Only $N=50$ does: there $\eta/(c_xh_k)=0.30$ for $\eta=0.04$ eV leaves $2.9\times10^{-2}$.

**Bias and gauge.** The relative bias is $5.05\times10^{-5}$, $1.57\times10^{-4}$, $6.23\times10^{-4}$, $1.46\times10^{-3}$, $3.30\times10^{-3}$ and $1.28\times10^{-2}$ for $\eta=0.004$, $0.008$, $0.02$, $0.04$, $0.1$ and $0.2$ eV. The first doubling gives a factor 3.1, not 4. The logarithmic slope at 3.5 eV, both nodes together, is $-0.0079$ Å/eV$^3$ from the two smallest $\eta$ and $-0.0079$ from the circle. Taking the maximum to lie at that frequency, bias$/\eta^2=5.05\times10^{-5}\times0.00788/0.004^2=0.0249$ Å/eV$^3$ at $\eta=0.004$ eV. Equation (5) then gives $0.0249-0.0079\ln5=0.0122$ at $0.02$ eV, a relative bias of $6.2\times10^{-4}$, as observed. At $0.04$ eV it gives $1.36\times10^{-3}$, 7% below the observed value, and near $\eta=s$ it no longer applies. For $\eta\le0.04$ eV the largest bias lies at 3.5 eV; at $\eta=0.1$ eV it lies at 4.3 eV, away from the node frequency, consistent with that column not responding to $N$. Rotating s into p by the angle $0.5\sin k_ya$ changes the $200\times200$ spectrum by $1.3\times10^{-9}$ at $\eta=0$, by $4.9\times10^{-3}$ at $0.04$ eV and by $1.7\times10^{-2}$ at $0.1$ eV. These exceed the bias in the projection frame, so a bias measured with one set of Wannier functions does not carry over to another.

## Protocol and failure modes

Converge $N$ at fixed $\eta$, requiring $c\,h_k<\eta$ and a change of $\omega_{mn}$ between neighbouring points below $s$. Then lower $\eta$, well below $s$ if (5) is to be used for extrapolation, with a fit in $\eta^2\ln\eta$ and $\eta^2$. Doubling $N$ on $\Gamma$-centred grids retains every old point, including a bad one, so a shifted grid or an unrelated $N$ is the sharper check for such a point. A shift tests less than a new $N$. Time reversal gives $F(-\mathbf k_0+\mathbf q)=F(\mathbf k_0-\mathbf q)$ for nodes at $\pm\mathbf k_0$, so their $1/q$ terms are opposite. When $2\mathbf k_0$ is nearly a grid vector, as at $N=100$, both nodes see the same relative lattice, their $O(h_k)$ errors cancel for any shift that keeps the points away from the nodes, and the accidental accuracy goes unnoticed. The cases below are derived, not tested by the program.

- A narrow avoided crossing, $h=\tfrac12(cq\sigma_z+\Delta_0\sigma_1)$ along one direction, has $[h,v]=-\tfrac i2c\Delta_0\sigma_2$. The weight in (3) integrates to $\int c\Delta_0\,dq/(c^2q^2+\Delta_0^2+\eta^2)=\pi\Delta_0/\sqrt{\Delta_0^2+\eta^2}$. It is $\pi$ for $\eta\ll\Delta_0$ and vanishes for $\eta\gg\Delta_0$. The limits do not commute, the bias is small only for $\eta\ll\Delta_0$ (at $\eta=\Delta_0$ the weight is still reduced by 29%), and a spurious gap from poor interpolation is counted as real once $\eta$ falls below it.
- On a grid point exactly at a degeneracy, $\eta=0$ gives division by zero. With $\eta>0$ the term vanishes, and the degree-0 terms depend on the arbitrary eigenbasis with weight $h_k^2$.
- At a Weyl point in three dimensions the same counting gives a grid error $O(h_k^2)$ at $\eta=0$. The extra factor $q$ in the measure removes the logarithm, leaving an $O(\eta^2)$ bias. This holds for isolated points only: even and odd bands crossing on a mirror plane form a nodal line, the integral transverse to it is two-dimensional, and the $\eta^2\ln\eta$ term returns.
- For entangled bands the frame does not span an invariant subspace. Equation (2) is then exact for the interpolated states, and these equal the true states only inside the frozen window.
- If $G^\dagger PG$ becomes singular, or the group admits no smooth periodic frame, the coefficients stop decaying exponentially and the $R^2$-weighted sums fail first.
- With broken time reversal the cancellations used for $\sigma=\pi q_e^3S$ fail, and injection terms appear for linear polarization. Equation (2) itself does not rely on time reversal.

## Table of computed values

```
a = 3.0 A; onsite (eV): [-7.  -0.6 -1.4  2.5  8. ] ; x positions (A): [2.4 0.  0.9 1.5 1.8]
even hops (i,j,Rx,Ry,t eV): [(1, 1, 1, 0, -0.3), (1, 1, 0, 1, -0.25), (2, 2, 1, 0, 0.3), (2, 2, 0, 1, 0.25), (3, 3, 1, 0, -0.2), (3, 3, 0, 1, -0.1), (1, 3, 0, 0, 0.6)]
   [(1, 3, -1, 0, 0.3), (1, 0, -1, 0, 1.0), (1, 0, 0, 0, 0.5), (3, 0, 0, 0, 0.8), (2, 4, 0, 0, 1.0), (2, 4, -1, 0, 0.5)]
odd hops (i,j,Rx,t eV; +t at Ry=+1, -t at Ry=-1): [(1, 2, 0, 0.25), (1, 2, -1, 0.1), (2, 3, 0, 0.3), (2, 3, -1, 0.15), (2, 0, 0, 0.4), (1, 4, 0, 0.4), (3, 4, 0, 0.4)]
Gaussian width s = 0.10 eV
min direct gaps (eV): deep-group 4.575, val-cond 2.678, group-high 4.835, val-val at ky=pi/a 0.813
Dirac k0 = 0.53409 1/A; splitting slopes x 3.171, y 3.175 eV A; transition 3.589 eV
dipole vs finite diff: 3.3e-08 A; full 5-band sum vs finite diff: rel 7.7e-08
Wannier mesh 9x9: rel error of r r^; = 6.2e-04
Wannier mesh 15x15: rel error of r r^; = 3.4e-06
Wannier mesh 27x27: rel error of r r^; = 4.0e-10
Wannier centres x (A): [0.0105 0.9183 1.5065]
density matrix vs -pi S, gamma = 0.008 eV: rel diff 0.0081
density matrix vs -pi S, gamma = 0.004 eV: rel diff 0.0030
q F at q=+1e-4,-1e-4,+2e-4 1/A (angle 0.6 rad), A^2: [ 0.02326 -0.02325  0.02327]
Wannier eta=0 vs parent spectrum: rel 2.0e-11
S(2.5 eV) = +0.00051 A/eV
S(3.0 eV) = -0.00788 A/eV
S(3.5 eV) = +0.00243 A/eV
S(4.0 eV) = +0.00080 A/eV
S(4.5 eV) = +0.00095 A/eV
S(5.0 eV) = +0.00196 A/eV
S(5.5 eV) = +0.00166 A/eV
peak: 3.0 eV, S = -0.00788 A/eV, sigma^yxy = +6.024 uA A/V^2
rel error: sum rule cut to group 0.6194; A^W cut to centres 0.3334
eta = 0.004 eV: rel bias 5.05e-05
eta = 0.008 eV: rel bias 1.57e-04
eta = 0.020 eV: rel bias 6.23e-04
eta = 0.040 eV: rel bias 1.46e-03
eta = 0.100 eV: rel bias 3.30e-03
eta = 0.200 eV: rel bias 1.28e-02
log slope at 3.5 eV: from bias -0.0079, from circle -0.0079 A/eV^3
gauge change (mix 0.5), rel diff at eta=0, 0.04, 0.1 eV: 1.3e-09 4.9e-03 1.7e-02
node grid h = 0.008 1/A: rel error eta=0 9.13e-03, eta=0.1 eV 1.87e-05
node grid h = 0.004 1/A: rel error eta=0 4.56e-03, eta=0.1 eV 4.67e-06
error ratios on halving h: eta=0 2.00, eta=0.1 eV 4.00
N, node offset/h, rel error vs exact (eta=0,0.04,0.1 eV) | vs own limit (0.04,0.1)
 50 -0.249 9.72e-02 2.94e-02 3.30e-03 | 2.92e-02 1.24e-03
100 -0.499 9.09e-04 1.21e-03 3.30e-03 | 2.56e-04 2.66e-04
200 +0.002 3.56e+00 1.42e-03 3.30e-03 | 6.13e-05 6.11e-05
400 +0.004 8.90e-01 1.45e-03 3.30e-03 | 1.53e-05 1.53e-05
```
